# Pressure derivative of the bulk modulus from third-order elastic constants

## Problem

A cubic crystal is in equilibrium at zero pressure. Its energy per unit reference volume, \(U\), is a smooth function of the Lagrangian strain

\[
\eta=\tfrac12\left(F^{\mathsf T}F-1\right),
\]

where the matrix \(F\) carries a material vector of the undeformed crystal into its deformed position. The elastic constants are the derivatives of \(U\) at \(\eta=0\). For normal strains \(\eta_1,\eta_2,\eta_3\) along the cube axes,

\[
C_{ij}=\frac{\partial^2U}{\partial\eta_i\,\partial\eta_j},\qquad
C_{ijk}=\frac{\partial^3U}{\partial\eta_i\,\partial\eta_j\,\partial\eta_k}.
\]

The crystal class contains an operation that exchanges two cube axes, as in the diamond structure.

(a) Express \(dB/dP\) at zero pressure through \(C_{111}\), \(C_{112}\), \(C_{123}\) and the bulk modulus.

(b) How does the expression change if the third derivatives are taken with respect to the stretches of the cube edges, and how does it change if the reference state is under a pressure \(P_0\)?

(c) Must the relaxation of the atoms inside the cell be included in these constants for a diamond-structure crystal?

(d) Check the result on a model diamond crystal with Morse bonds and angular forces.

(e) For silicon, rough measured values are \(C_{111}\approx-830\), \(C_{112}\approx-450\), \(C_{123}\approx-64\) and \(B\approx98\), all in GPa. Find \(dB/dP\), and decide whether these rounded data are compatible with a slope of 4.2.

## Solution

### (a) The slope at zero pressure

**The energy for normal strains.** The reference state is free of stress, so \(U\) has no linear term. Measured from its value at \(\eta=0\), it is, to third order,

\[
U=\frac12\sum_{i,j}C_{ij}\eta_i\eta_j
+\frac16\sum_{i,j,k}C_{ijk}\eta_i\eta_j\eta_k ,
\]

with all indices running from 1 to 3. Cubic symmetry makes many coefficients equal, and the sums reduce to counting.

In the quadratic sum, the three terms with \(i=j\) carry \(C_{11}/2\). Each of the three pairs \(i<j\) occurs in two orders and so carries \(2\times C_{12}/2=C_{12}\).

The cubic sum has 27 terms:

- Three have all indices equal. Each gives \((C_{111}/6)\,\eta_i^3\).
- Eighteen have two indices equal. A product \(\eta_i^2\eta_j\) with \(i\ne j\) arises from three orderings, so its coefficient is \(3C_{112}/6=C_{112}/2\). There are six such products.
- Six have all indices different. They all give \(\eta_1\eta_2\eta_3\), with total coefficient \(6C_{123}/6=C_{123}\).

Therefore

\[
\begin{aligned}
U={}&\frac{C_{11}}2\sum_i\eta_i^2+C_{12}\sum_{i<j}\eta_i\eta_j\\
&+\frac{C_{111}}6\sum_i\eta_i^3+\frac{C_{112}}2\sum_{i\ne j}\eta_i^2\eta_j
+C_{123}\,\eta_1\eta_2\eta_3 .
\end{aligned}
\]

The exchange of two axes is used here to set \(C_{112}=C_{122}\). The threefold axes alone permute the cube axes cyclically and do not enforce this equality. In cubic classes without an exchange operation, three of the six products carry \(C_{112}\) and three carry \(C_{113}\), so \(6C_{112}\) below must be replaced by \(3C_{112}+3C_{113}\).

**The isotropic path.** Under hydrostatic pressure, as long as the crystal remains cubic, all edges scale alike. Put \(\eta_1=\eta_2=\eta_3=e\). The quadratic coefficient becomes

\[
\frac{3C_{11}}2+3C_{12}=\frac32(C_{11}+2C_{12})=\frac92B_0,
\qquad B_0=\frac{C_{11}+2C_{12}}3 .
\]

That \(B_0\) is the bulk modulus will follow below. The cubic coefficient is

\[
\frac{3C_{111}}6+\frac{6C_{112}}2+C_{123}=\frac K2,
\qquad K=C_{111}+6C_{112}+2C_{123}.
\]

Thus

\[
U(e)=\frac92B_0e^2+\frac K2e^3+O(e^4).
\]

**Pressure.** If every edge is multiplied by \(\lambda\), then \(e=(\lambda^2-1)/2\), hence \(\lambda=(1+2e)^{1/2}\). The volume relative to the reference volume is

\[
v=\lambda^3=(1+2e)^{3/2},\qquad \frac{dv}{de}=3(1+2e)^{1/2}.
\]

The work relation \(dE=-P\,dV\), divided by the reference volume, gives \(P=-dU/dv\). By the chain rule,

\[
P=-\frac{dU/de}{dv/de}
=-\frac{9B_0e+\frac32Ke^2}{3(1+2e)^{1/2}}+O(e^3).
\]

With \((1+2e)^{-1/2}=1-e+O(e^2)\),

\[
P=-\left(3B_0e+\frac K2e^2\right)(1-e)+O(e^3)
=-3B_0e+\left(3B_0-\frac K2\right)e^2+O(e^3).
\]

Compression means \(e<0\) and gives \(P>0\), as it should.

**Bulk modulus.** The definition refers to the current volume, \(B=-V\,dP/dV=-v\,dP/dv\). Since \(v/(dv/de)=(1+2e)/3\),

\[
B(e)=-\frac{1+2e}3\,\frac{dP}{de},\qquad
\frac{dP}{de}=-3B_0+(6B_0-K)e+O(e^2).
\]

Multiplying out,

\[
\begin{aligned}
B(e)&=\frac{1+2e}3\left[3B_0+(K-6B_0)e\right]+O(e^2)\\
&=B_0+\left(2B_0+\frac K3-2B_0\right)e+O(e^2)\\
&=B_0+\frac K3e+O(e^2).
\end{aligned}
\]

At \(e=0\) this confirms that \(B_0\) is the bulk modulus. The terms \(\pm2B_0e\) have a geometric origin: one comes from the change of the factor \(v/(dv/de)\), the other from the nonlinear relation between strain and volume in \(P\). They cancel, and this is why no additive constant appears in the result. The omitted \(e^4\) term of \(U\) changes \(B\) first at order \(e^2\), so it does not affect the initial slope.

**Ratio of slopes.** At \(e=0\),

\[
\frac{dB}{dP}=\frac{dB/de}{dP/de}=\frac{K/3}{-3B_0},
\]

and hence

\[
\boxed{\;\frac{dB}{dP}\bigg|_{P=0}=-\frac{C_{111}+6C_{112}+2C_{123}}{9B_0}\;}
\]

A stable crystal has \(B_0>0\), so it stiffens under initial compression when \(K<0\). If \(K=0\), the bulk modulus is stationary at zero pressure.

The energy must match the thermodynamic condition. A static calculation uses the ground-state energy. At fixed temperature, \(U\) is the Helmholtz free energy per reference volume, and all constants and the slope are isothermal.

### (b) Another strain measure and a stressed reference

**Derivatives with respect to stretch.** Let \(\varepsilon_i\) be the fractional elongation of edge \(i\). Then

\[
\eta_i=\frac{(1+\varepsilon_i)^2-1}2=\varepsilon_i+\frac{\varepsilon_i^2}2 .
\]

The two strains agree to first order, so the second-order constants at the stress-free reference are unchanged. The third-order ones are not. The term \(C_{11}\eta_1^2/2\) contains \(C_{11}\varepsilon_1^3/2\), whose third derivative is \(3C_{11}\). The term \(C_{12}\eta_1\eta_2\) contains \(C_{12}\varepsilon_1^2\varepsilon_2/2\), whose derivative, twice in \(\varepsilon_1\) and once in \(\varepsilon_2\), is \(C_{12}\). Marking stretch derivatives by a superscript,

\[
C^{(\varepsilon)}_{111}=C_{111}+3C_{11},\qquad
C^{(\varepsilon)}_{112}=C_{112}+C_{12},\qquad
C^{(\varepsilon)}_{123}=C_{123}.
\]

The combination that enters the slope becomes

\[
K^{(\varepsilon)}=K+3C_{11}+6C_{12}=K+9B_0 .
\]

Substituting \(K=K^{(\varepsilon)}-9B_0\) in the result gives

\[
\frac{dB}{dP}\bigg|_{P=0}=1-\frac{K^{(\varepsilon)}}{9B_0}.
\]

Stretch derivatives inserted in the boxed formula without the added 1 give a slope too small by 1, whatever the material.

**Reference under pressure.** Suppose now that the derivatives are taken at a state of pressure \(P_0\). This occurs when a calculation uses a lattice constant that is not its own equilibrium value. At \(e=0\), \(dU/de=3\,dU/dv=-3P_0\), so

\[
U=-3P_0e+\frac92\tilde Be^2+\frac K2e^3+O(e^4),
\qquad \tilde B=\frac{C_{11}+2C_{12}}3 .
\]

The linear term requires the next order of the root, \((1+2e)^{-1/2}=1-e+\frac32e^2+O(e^3)\). Then

\[
\begin{aligned}
P&=\left(P_0-3\tilde Be-\frac K2e^2\right)\left(1-e+\frac32e^2\right)+O(e^3)\\
&=P_0-(3\tilde B+P_0)e+\left(\frac32P_0+3\tilde B-\frac K2\right)e^2+O(e^3).
\end{aligned}
\]

Differentiating and multiplying by \(-(1+2e)/3\),

\[
\begin{aligned}
B(e)&=\frac{1+2e}3\left[3\tilde B+P_0-(3P_0+6\tilde B-K)e\right]+O(e^2)\\
&=\tilde B+\frac{P_0}3+\frac{K-P_0}3e+O(e^2).
\end{aligned}
\]

The actual bulk modulus at the reference is therefore \(B=\tilde B+P_0/3\), while \(dP/de=-(3\tilde B+P_0)=-3B\). The slope there is

\[
\frac{dB}{dP}\bigg|_{P_0}=-\frac{K-P_0}{9B}.
\]

For \(P_0=0\) the earlier result returns. A useful check is the energy \(U=cv\), with constant \(c\). It has the constant pressure \(P_0=-c\) and must have no bulk modulus. Its expansion is \(c(1+3e+\frac32e^2-\frac12e^3+\dots)\), so \(\tilde B=c/3\) and \(K=-c\). Both \(B=\tilde B+P_0/3\) and \(K-P_0\) vanish, as required.

### (c) Internal relaxation in the diamond structure

The primitive cell contains two atoms, and a strain may push the two sublattices against each other. If \(u\) is their relative displacement, the relaxed energy is the minimum of \(U(\eta,u)\) over \(u\). Clamped-ion constants keep \(u=0\) in the coordinates that follow the strain.

Each atom of the undeformed crystal lies on three twofold rotation axes parallel to the cube edges. Normal strains along these edges preserve all three rotations. The rotation about \(z\) reverses the \(x\) and \(y\) components of a force, so both must vanish. The rotation about \(x\) reverses the \(z\) component, which must vanish too. Hence \(u=0\) remains stationary for any combination of normal strains. Because the undeformed crystal is stable against \(u\), it also remains the local minimum for small strains.

Relaxed and clamped energies thus coincide for all small normal strains, and so do their derivatives \(C_{11}\), \(C_{12}\), \(C_{111}\), \(C_{112}\) and \(C_{123}\). In density functional perturbation theory, the electrons must still respond to the strain, but the internal-displacement contribution to these constants is zero.

A shear \(\eta_{yz}\) preserves the rotation about \(x\) but not those about \(y\) and \(z\). A force along \(x\) is then allowed, and shear constants generally need the internal response.

### (d) A model crystal

Each nearest-neighbour bond of length \(r\) has the Morse energy

\[
\phi(r)=D\left[1-e^{-a(r-r_0)}\right]^2,
\]

and each angle \(\theta\) between two bonds at an atom costs \(\kappa(\cos\theta+\frac13)^2\). The round parameters are \(r_0=4\) bohr, \(D=0.10\) hartree, \(a=0.75\) bohr\(^{-1}\) and \(\kappa=0.02\) hartree. They represent no named material. In the undeformed crystal \(\cos\theta=-\frac13\) and \(r=r_0\), so there is no stress.

**The slope from the bonds.** Isotropic scaling leaves all angles unchanged, so the angular energy stays zero. With \(n\) bonds per reference volume and \(r=r_0(1+\varepsilon)\),

\[
U=n\left[\frac{\phi''r_0^2}2\varepsilon^2+\frac{\phi'''r_0^3}6\varepsilon^3\right]+\dots,
\]

apart from a constant, with derivatives taken at \(r_0\). Comparison with \(\frac92B_0\varepsilon^2+\frac12K^{(\varepsilon)}\varepsilon^3\) gives \(9B_0=n\phi''r_0^2\) and \(K^{(\varepsilon)}=n\phi'''r_0^3/3\). The stretch form in (b) then yields

\[
\frac{dB}{dP}\bigg|_{P=0}=1-\frac{r_0\phi'''}{3\phi''}.
\]

A purely harmonic bond, with \(\phi'''=0\), gives 1 rather than 0: this is the geometric contribution. For the Morse bond, \(\phi=D[a^2(r-r_0)^2-a^3(r-r_0)^3+\dots]\), so \(\phi''=2Da^2\), \(\phi'''=-6Da^3\), and

\[
\frac{dB}{dP}\bigg|_{P=0}=1+ar_0=1+0.75\times4=4 .
\]

**The slope from the elastic constants.** Separate strain derivatives give, in \(10^{-3}\) hartree/bohr\(^3\),

\[
\begin{gathered}
C_{11}=5.0217,\quad C_{12}=3.5784,\quad B_0=4.0595,\\
C_{111}=-20.0870,\quad C_{112}=-16.2380,\quad C_{123}=-14.3135 .
\end{gathered}
\]

In the same unit,

\[
K=-20.0870-6(16.2380)-2(14.3135)\approx-146.14,\qquad
\frac{dB}{dP}=\frac{146.14}{9\times4.0595}=4.000 .
\]

A third evaluation takes \(P\) and \(B\) from the energy at slightly different volumes. It also gives 4.000. The two separate slopes agree with the derivation: \(dP/de=-12.1785=-3B_0\) and \(dB/de=-48.7139=K/3\), in the same unit. Stretch derivatives put into the boxed formula give 3.000, the predicted error of 1.

**What the angular forces do.** For normal strains, every bond obeys \((r/r_0)^2=1+\frac23(\eta_1+\eta_2+\eta_3)\). The bond energy depends on the sum of the strains alone, so the bonds contribute \(B_0\) to both \(C_{11}\) and \(C_{12}\), and \(K/9=-16.2380\) to each of the three third-order constants. The constant \(C_{112}\) shows no departure from this value. The departures of \(C_{111}\) and \(C_{123}\) from this value, \(-3.8490\) and \(+1.9245\), come from the angles. In \(K\) they enter as \(-3.8490+2\times1.9245\), which vanishes to the digits shown, as it must because isotropic strain does not bend the angles. The constants \(C_{111}\) and \(C_{123}\) therefore contain information about bond bending that the pressure slope of this model does not.

**Sublattice force.** For the normal strains \(0.02,-0.01,0.03\), the calculated force vanishes. For \(\eta_{yz}=0.01\), it is \(6.4\times10^{-3}\) hartree/bohr. Both agree with the symmetry argument in (c). The program asserts the agreement of the slopes, the vanishing of the force for normal strain and its presence for shear, and prints their values. The split into bond and angle parts is arithmetic on the printed constants and is not tested separately.

### (e) Silicon

The inputs are rough measured values, not the results of a calculation. GPa is the natural unit here. The three contributions add to

\[
K\approx-830+6(-450)+2(-64)=-830-2700-128=-3658\ \text{GPa}.
\]

With \(9B\approx9\times98=882\) GPa,

\[
\frac{dB}{dP}\approx\frac{3658}{882}\approx4.15 .
\]

The term \(6C_{112}\) supplies 74 percent of \(K\). Its weight matters more than its size: \(C_{112}\) is smaller in magnitude than \(C_{111}\), but six products of the type \(\eta_i^2\eta_j\) contribute on the isotropic path. An error in \(C_{112}\) is therefore six times as important for the slope as an equal error in \(C_{111}\).

The second decimal is not secure. Let each input vary by half a unit of its last retained figure: 5 GPa for \(C_{111}\) and \(C_{112}\), and 0.5 GPa for \(C_{123}\) and \(B\). The largest slope combines the largest magnitudes in the numerator with the smallest \(B\), and the smallest slope does the reverse:

\[
\frac{835+6(455)+2(64.5)}{9(97.5)}\approx4.21,\qquad
\frac{825+6(445)+2(63.5)}{9(98.5)}\approx4.09 .
\]

A slope of 4.2 lies inside this interval, near its upper end, so the rounded data are compatible with it. They do not single it out. The interval accounts for rounding alone, not for measurement errors. The differences between adiabatic and isothermal constants have also been neglected.

The slope is dimensionless: each GPa of pressure initially adds about 4 GPa to the bulk modulus. At \(P=1\) GPa, the linear estimate is

\[
B\approx98+4.15\times1\approx102\ \text{GPa}.
\]

The corresponding strain is small, \(e\approx-P/(3B_0)=-1/294\approx-0.003\), which supports the use of an expansion. At larger pressures the \(e^2\) term of \(B(e)\) enters. It contains fourth-order elastic constants, which the present data do not provide, and a change of crystal structure would end the use of this expansion altogether.

## Computed values

```
MODEL DIAMOND CRYSTAL (round parameters)
bond length r0: 4.00 bohr
Morse depth: 0.10 hartree
Morse decay constant a: 0.75 1/bohr
angle stiffness: 0.02 hartree
C11: 5.0217 1e-3 hartree/bohr^3
C12: 3.5784 1e-3 hartree/bohr^3
B: 4.0595 1e-3 hartree/bohr^3
C111: -20.0870 1e-3 hartree/bohr^3
C112: -16.2380 1e-3 hartree/bohr^3
C123: -14.3135 1e-3 hartree/bohr^3
K = C111+6C112+2C123: -146.1418 1e-3 hartree/bohr^3
dP/de from volume curve: -12.1785 1e-3 hartree/bohr^3
-3B: -12.1785 1e-3 hartree/bohr^3
dB/de from volume curve: -48.7139 1e-3 hartree/bohr^3
K/3: -48.7139 1e-3 hartree/bohr^3
dB/dP from elastic constants: 4.000000 (dimensionless)
dB/dP from volume curve: 4.000000 (dimensionless)
dB/dP from 1 + a r0: 4.000000 (dimensionless)
wrong value, stretch derivatives: 3.000000 (dimensionless)
normal strains used: 0.02, -0.01, 0.03; shear eta_yz: 0.01
sublattice force, normal strain: 0.0e+00 hartree/bohr
sublattice force, shear strain: 6.387e-03 hartree/bohr
SILICON (rough measured inputs, two figures)
C111: -830 GPa
C112: -450 GPa
C123: -64 GPa
B: 98 GPa
6 C112: -2700 GPa
2 C123: -128 GPa
K: -3658 GPa
9 B: 882 GPa
share of 6 C112 in K: 74 percent
dB/dP: 4.15 (dimensionless)
lowest dB/dP allowed by rounding: 4.09 (dimensionless)
highest dB/dP allowed by rounding: 4.21 (dimensionless)
linear estimate of B at 1 GPa: 102 GPa
```
